# Midgap zeros of same-sublattice Green's functions in half-filled Hubbard systems

## What symmetry fixes

On a bipartite lattice every bond joins a site of sublattice A to a site of sublattice B. Let $\eta_i=+1$ on A and $\eta_i=-1$ on B. For independent electrons with hopping matrix $h$, the Green's function is $G(z)=(z-h)^{-1}$. The diagonal matrix $S$ with entries $\eta_i$ reverses the sign of every bond, so $ShS=-h$ and
$$SG(z)S=(z+h)^{-1}=-G(-z).$$
Element by element,
$$G_{ij}(z)=-\eta_i\eta_j\,G_{ij}(-z).\tag{1}$$
Between sites of the same sublattice $G$ is odd in energy; between opposite sublattices it is even. An odd function that is regular at zero vanishes there.

With a uniform hopping $t$ and repulsion $U$, dimensions allow $G_{ij}(E)=t^{-1}g_{ij}(E/t,U/t)$. If the interaction respects (1) and $G$ is regular at zero, then near zero energy a same-sublattice element has no constant term and starts as $E$ or a higher odd power, while an opposite-sublattice element may start as a constant. It remains to prove (1) with interactions, where $G$ is no longer the inverse of a one-body matrix.

## Model and Green's function

Take a finite system of $L$ sites, set $\hbar=1$, and measure one-particle energies from the chemical potential $\mu$:
$$H=\sum_{ij\sigma}h_{ij}c^\dagger_{i\sigma}c_{j\sigma}+\sum_iU_i(n_{i\uparrow}-\tfrac12)(n_{i\downarrow}-\tfrac12)+\sum_{i<j}V_{ij}(n_i-1)(n_j-1).\tag{2}$$
Here $n_i=n_{i\uparrow}+n_{i\downarrow}$. The matrix $h$ is Hermitian, may be complex, and joins opposite sublattices only; $U_i$ and $V_{ij}$ are real. For uniform $U$,
$$U(n_\uparrow-\tfrac12)(n_\downarrow-\tfrac12)=Un_\uparrow n_\downarrow-\tfrac U2(n_\uparrow+n_\downarrow)+\tfrac U4,$$
so with $V=0$, (2) is the usual Hubbard model with $\mu=U/2$, apart from a constant.

Assume that the ground state $|0\rangle$, of energy $E_0$, is unique in the whole Fock space, all particle numbers included. Write $K=H-E_0$ and $\langle X\rangle=\langle0|X|0\rangle$. For one spin, whose label is dropped, define
$$G_{ij}(z)=-i\int_0^\infty dt\,e^{izt}\langle\{c_i(t),c_j^\dagger\}\rangle,\qquad \mathrm{Im}\,z>0.$$
Since $K|0\rangle=0$, the two halves of the anticommutator are $\langle c_ie^{-iKt}c_j^\dagger\rangle$ and $\langle c_j^\dagger e^{iKt}c_i\rangle$. Using $\int_0^\infty e^{iat}dt=i/a$ for $\mathrm{Im}\,a>0$,
$$G_{ij}(z)=P_{ij}(z)+Q_{ij}(z),\tag{3}$$
$$P_{ij}(z)=\langle c_i(z-K)^{-1}c_j^\dagger\rangle,\qquad Q_{ij}(z)=\langle c_j^\dagger(z+K)^{-1}c_i\rangle.$$
$P$ describes an added particle and $Q$ an added hole. These expressions continue $G$ to all $z$ away from its poles.

## First derivation: an antiunitary particle-hole operation

We need an operation $C$ with
$$Cc_{i\sigma}C^{-1}=\eta_ic^\dagger_{i\sigma},\qquad C\alpha C^{-1}=\alpha^*\tag{4}$$
for every number $\alpha$. It can be built explicitly. For a mode $m=(i,\sigma)$ let $\gamma_m=c_m+c_m^\dagger$, so that $\gamma_m^2=1$. Then $\gamma_mc_m\gamma_m=c_m^\dagger c_mc_m^\dagger=c_m^\dagger$, while $\gamma_mc_n\gamma_m=-c_n$ for $n\ne m$. The product $\Gamma$ of all $2L$ factors therefore gives
$$\Gamma c_m\Gamma^{-1}=(-1)^{2L-1}c_m^\dagger=-c_m^\dagger.$$
Conjugation with $(-1)^{n_m}$ turns $c_m$ into $-c_m$. Applying these signs to the A modes first, and then $\Gamma$, gives $+c_m^\dagger$ on A and $-c_m^\dagger$ on B. Finally, let complex conjugation in the occupation basis act before both. The matrices of the $c_m$ are real in that basis, so it changes only the numbers, and (4) holds.

**Invariance of $H$.** On a bond $\eta_i\eta_j=-1$ and $i\neq j$, so
$$C\,h_{ij}c_i^\dagger c_j\,C^{-1}=h_{ij}^*\eta_i\eta_j\,c_ic_j^\dagger=-h_{ij}^*c_ic_j^\dagger=h_{ij}^*c_j^\dagger c_i=h_{ji}c_j^\dagger c_i .$$
This is another term of the same sum. Also $n_{i\sigma}\to c_{i\sigma}c^\dagger_{i\sigma}=1-n_{i\sigma}$, so $n_{i\sigma}-\tfrac12$ and $n_i-1$ both change sign. They occur in pairs in (2). Hence $CHC^{-1}=H$.

**Action on the ground state.** $C|0\rangle$ has energy $E_0$, and uniqueness requires $C|0\rangle=e^{i\varphi}|0\rangle$. Since $C$ maps particle number $N$ to $2L-N$, the ground state has $N=L$: half filling follows from uniqueness. Moreover, every state with $N=L\pm1$ has $K>0$ strictly. The resolvents in (3) act only on such states, so neither has a pole at $z=0$.

**Action on $G$.** An antiunitary operation conjugates inner products. The phase $\varphi$ cancels, leaving $\langle X\rangle=\langle CXC^{-1}\rangle^*$. Therefore
$$P_{ij}(z)=\eta_i\eta_j\langle c_i^\dagger(z^*-K)^{-1}c_j\rangle^*=\eta_i\eta_j\langle c_j^\dagger(z-K)^{-1}c_i\rangle,$$
where the last step takes the Hermitian adjoint. Since $(z-K)^{-1}=-(-z+K)^{-1}$,
$$P_{ij}(z)=-\eta_i\eta_j\,Q_{ij}(-z).\tag{5}$$
Replacing $z$ by $-z$ gives $Q_{ij}(z)=-\eta_i\eta_jP_{ij}(-z)$. The sum of the two is (1). At $z=0$ with $\eta_i\eta_j=1$ it reads $G_{ij}(0)=-G_{ij}(0)$, so
$$G_{ij}(0)=0\quad\text{for }i,j\text{ on the same sublattice, including }i=j.\tag{6}$$

Equation (5) also shows how the zero arises. An addition pole $R_{ij}/(z-E)$ in $P$ has the partner
$$-\eta_i\eta_j\frac{R_{ij}}{-z-E}=\frac{\eta_i\eta_jR_{ij}}{z+E}$$
in $Q$. At $z=0$ the pair contributes $(-1+\eta_i\eta_j)R_{ij}/E$. This is zero on one sublattice and $-2R_{ij}/E$ between the two. The interference is between electron and hole propagation, and it cancels pair by pair.

Zero energy is the middle of the charge gap. $C$ exchanges the sectors $L\pm1$, so their lowest energies agree in (2), and the lowest addition energy $E$ is matched by a highest removal energy $-E$.

## Second derivation: reflection of imaginary time

The second route uses no transformation of many-body states. It starts from the one-body relation $ShS=-h$ and follows it through the interaction at a temperature $1/\beta$. Write $H_\lambda=H_h+\lambda W$, where $H_h$ is the hopping term, $W$ the interaction in (2), and $\lambda=1$ the system of interest. Define
$$\mathcal G_{ij}(\tau)=-\langle T_\tau c_i(\tau)c_j^\dagger(0)\rangle_\beta,\qquad -\beta<\tau<\beta,$$
and extend it by $\mathcal G(\tau+\beta)=-\mathcal G(\tau)$.

**Free electrons.** For $0<\tau<\beta$ the matrix of free correlators is
$$\mathcal G^0(\tau)=-\frac{e^{-h\tau}}{1+e^{-\beta h}},\qquad \mathcal G^0(-\tau)=\frac{e^{h\tau}}{e^{\beta h}+1}.$$
Multiplying the second by $S$ on both sides replaces $h$ by $-h$, and $S\mathcal G^0(-\tau)S=-\mathcal G^0(\tau)$. Thus
$$\mathcal G^0_{kl}(-\tau)=-\eta_k\eta_l\,\mathcal G^0_{kl}(\tau).\tag{7}$$

**Equal times.** The factor $n_k-\tfrac12=\tfrac12(c_k^\dagger c_k-c_kc_k^\dagger)$, for one spin, is the average of two operator orderings. In a Wick term each density factor has at most one line that leaves and re-enters it, and this line takes the average value $\tfrac12[\mathcal G^0_{kk}(0^+)+\mathcal G^0_{kk}(0^-)]$. By (7) this is zero. Equal-time lines between different sites are continuous at $\tau=0$, because $\{c_k,c_l^\dagger\}=0$, and they also obey (7).

**Order $n$ in $\lambda$.** Wick's theorem writes the numerator of $\mathcal G_{ij}(\tau)$ at this order as integrals, over $n$ internal times, of products of free lines. Each interaction contains two density factors. With the external $c_i$ and $c_j^\dagger$ there are $2n+1$ annihilators, hence $2n+1$ lines. Now reverse the external time and all internal times:

- each line gives $-1$, in total $(-1)^{2n+1}=-1$;
- each density factor at site $k$ has one line in and one line out, giving $\eta_k^2=1$;
- the two external ends give $\eta_i\eta_j$.

The reversed internal times run over $[-\beta,0]$ instead of $[0,\beta]$. The integrand is periodic in each of them, because an even number of antiperiodic line ends meets there, so the integral is unchanged. The denominator, the partition function, does not depend on $\tau$. Every order therefore satisfies
$$\mathcal G_{ij}(-\tau)=-\eta_i\eta_j\,\mathcal G_{ij}(\tau).\tag{8}$$

**From the series to finite interaction.** No smallness of $\lambda$ is needed. For a finite system $e^{-\beta H_\lambda}$ is a finite matrix and an entire function of $\lambda$, and the partition function is positive for real $\lambda$. Both sides of (8) are thus real-analytic on the whole real $\lambda$ axis. Their Taylor coefficients at $\lambda=0$ agree, so they agree at $\lambda=1$.

**Back to energy.** Let $\omega_n=(2n+1)\pi/\beta$. Then
$$G^\beta_{ij}(i\omega_n)=\tfrac12\int_{-\beta}^{\beta}d\tau\,e^{i\omega_n\tau}\mathcal G_{ij}(\tau),$$
and (8) with $\tau\to-\tau$ gives $G^\beta_{ij}(i\omega_n)=-\eta_i\eta_jG^\beta_{ij}(-i\omega_n)$. In terms of eigenstates $|m\rangle$ of $H$ and the partition function $Z$,
$$G^\beta_{ij}(z)=\frac1Z\sum_{mn}\frac{(e^{-\beta E_m}+e^{-\beta E_n})\langle m|c_i|n\rangle\langle n|c_j^\dagger|m\rangle}{z-(E_n-E_m)}.$$
This is a rational function of $z$. Two rational functions that agree at infinitely many points are equal, so $G^\beta$ obeys (1) for all $z$.

Let $\beta\to\infty$ at fixed non-real $z$. With a unique ground state, the first weight keeps only $m=0$ and the second only $n=0$. These are $P$ and $Q$ of (3). Equation (1) follows for the ground state, and (6) follows because the gap to $N=L\pm1$ leaves $z=0$ free of poles.

## What each derivation assumes

Both need hopping between opposite sublattices only, and both cover interactions in the neutral form of (2). Neither needs real hopping, equal bonds or a uniform $U_i$.

The first uses uniqueness at the start, to make $|0\rangle$ an eigenstate of $C$. It works directly at zero temperature, pairs the poles one by one, and applies to any interaction that commutes with $C$. The second, as written here, uses an interaction built from density factors, a finite matrix for the continuation in $\lambda$, and Wick's theorem. It gives (1) for the thermal function without assuming a unique ground state, which enters only in the last limit. The first extends to that case too: $C$ commutes with $e^{-\beta H}$, so thermal averages obey the same relation $\langle X\rangle_\beta=\langle CXC^{-1}\rangle_\beta^*$. In an infinite system both arguments for (6) rely on a charge gap that stays open, which keeps $z=0$ free of singularities. They also need a state that $C$ maps to itself. A charge- or spin-ordered state breaks $C$ spontaneously, and there a same-sublattice $G_{ij}(0)$ for one spin need not vanish although the gap is open; only the average over the state and its partner $C|0\rangle$ obeys (1).

An isolated site shows what a degeneracy does. With one spin-up electron the spin-up function has a single removal pole, $G_\uparrow=1/(z+U/2)$, which equals $2/U$ at zero. With one spin-down electron it is $1/(z-U/2)$. Neither is odd, but their average, $z/(z^2-U^2/4)$, is odd and vanishes at zero. This average is what the thermal derivation yields as $\beta\to\infty$.

A three-site chain behaves in the same way. For $t=2.5$ eV and $U=5$ eV its ground state is a spin doublet, and the spin-up element $G_{11}(0)$ is $+0.353$ eV$^{-1}$ in the spin-up member and $-0.353$ eV$^{-1}$ in the spin-down member. The average vanishes, but in a chain held in one spin state $G_{11}$ is not zero at $E=0$.

## The four-site chain

Number the sites 1 to 4 along the chain, so that A contains 1 and 3. Take $h_{i,i+1}=-t$ with the same $t$ and $U$.

At $U=0$ the result can be found by hand. Here $G(0)=-h^{-1}=A^{-1}/t$, where $A$ has ones on the bonds. The equation $Ax=e_4$, with $e_k$ the unit vector on site $k$, reads
$$x_2=0,\quad x_1+x_3=0,\quad x_2+x_4=0,\quad x_3=1,$$
so $x=(-1,0,1,0)$ and $G_{14}(0)=-1/t=-0.4$ eV$^{-1}$. Likewise $Ax=e_3$ gives $x=(0,0,0,1)$. Hence $G_{13}(0)=0$, as required, but $G_{23}(0)=0$ as well, although 2 and 3 lie on opposite sublattices. Symmetry permits an opposite-sublattice element to be nonzero; it does not force it to be.

At $U=5$ eV, diagonalization in all 256 states gives a unique ground state. The charge gap is 4.03 eV, and its middle lies at $\mu=2.50$ eV in the usual form of the model, which is $U/2$. The midgap elements are
$$G_{12}=0.301,\quad G_{14}=-0.246,\quad G_{23}=0.023\ \text{eV}^{-1}.$$
The zero of $G_{23}$ has gone. At $U=0$ it holds for any nonzero bond strengths, because site 1 has site 2 as its only neighbour and its equation alone forces $x_2=0$. All same-sublattice elements vanish to rounding, below $10^{-16}$ eV$^{-1}$. For sites 1 and 3 the particle part is $0.0558$ and the hole part $-0.0558$ eV$^{-1}$. For sites 1 and 4 both parts are $-0.1232$ eV$^{-1}$ and add.

The poles at the gap edges, $\pm2.016$ eV, show the pairing. For sites 1 and 3 both residues are $-0.2089$, and their contributions at zero are $\pm0.2089/2.016=\pm0.1036$ eV$^{-1}$. For sites 1 and 4 the residues are $\pm0.3147$, which gives $-2(0.3147)/2.016=-0.312$ eV$^{-1}$. The full value is $-0.246$, so the remaining poles supply $+0.066$ eV$^{-1}$. The edge poles alone give the correct zero but overestimate $|G_{14}|$ by about a quarter.

## From the Green's function to a conductance

Attach an outside orbital at zero energy to site $i$ and another to site $j$, each with coupling $v$. Let one spin-up electron move from the first to the second. In second order it can enter the chain before another leaves, with amplitude $v^2\langle c_j(-K)^{-1}c_i^\dagger\rangle=v^2P_{ji}(0)$. Alternatively, a chain electron leaves first and the outside electron fills the hole. Exchanging the two electrons reverses the sign, so the amplitude is $-v^2\langle c_i^\dagger(-K)^{-1}c_j\rangle=v^2Q_{ji}(0)$. The effective hopping is $v^2G_{ji}(0)$. For outside orbitals at an energy $E$ inside the gap, the denominators become $E-K$ and $-(E+K)$, and the same steps give $v^2G_{ji}(E)$.

The energy of an occupied outside orbital relative to an empty one shifts by $v^2[P_{ii}(0)+Q_{ii}(0)]=v^2G_{ii}(0)=0$. The two orbitals therefore stay level, and they split by $2v^2|G_{ij}(0)|$. For $v=0.02$ eV and contacts 1 and 4 this is $1.9704\times10^{-4}$ eV. Diagonalizing the six-site interacting system gives $1.9705\times10^{-4}$ eV. For contacts 1 and 3 the splitting is $2.2\times10^{-8}$ eV, a remainder of higher order in $v$.

Now replace each orbital by a lead with local density of states $\rho$ per spin, and let $\mathcal W=v^2G_{ij}$. Per energy interval $dE$, the golden rule gives a flow $2\pi|\mathcal W|^2\rho_L\rho_R\,dE$, while a channel of transmission $T$ carries $T\,dE/2\pi$. Hence $T=4\pi^2|\mathcal W|^2\rho_L\rho_R$. With $\Gamma=2\pi v^2\rho$ at each contact,
$$T_{ij}=\Gamma_L\Gamma_R|G_{ij}|^2\tag{9}$$
to leading order in $\Gamma$. For $\Gamma=0.1$ eV at both contacts,
$$T_{14}=(0.1)^2(0.2463)^2=6.07\times10^{-4},$$
or 47 nS for both spins.

For contacts 1 and 3, $G_{13}\approx G'E$ with $G'=0.0807$ eV$^{-2}$. The thermal average of $E^2$ with weight $-\partial f/\partial E$, where $f$ is the Fermi function, is $\pi^2(k_BT_e)^2/3$ at electron temperature $T_e$. At 300 K, $k_BT_e=0.02585$ eV and
$$\overline{T_{13}}\approx(0.1)^2(0.0807)^2\,\frac{\pi^2}{3}(0.02585)^2=1.43\times10^{-7}.$$
Averaging the full energy dependence gives $1.44\times10^{-7}$, or 0.011 nS. This is the thermal part of the leading-order term. Terms of higher order in $\Gamma$ have not been evaluated for the interacting chain, so this is not a complete estimate of $T_{13}$.

The parameters are round values chosen for illustration, with a hopping typical of conjugated carbon, not a fit to a molecule. Butadiene, the real four-carbon chain, has a vertical triplet energy above 3 eV and a gas-phase charge gap near 10 eV, against 1.97 and 4.03 eV in the model. Metal contacts reduce the charge gap, by an amount not calculated here, so the conductances above are not predictions for that molecule. Real junctions break several assumptions. A Fermi level 0.5 eV from midgap raises $T_{13}$ to $1.9\times10^{-5}$, about 130 times the thermal value, though still some 30 times below the midgap $T_{14}$. A second-neighbour hopping of 0.1 eV, with the same sign as $t$, gives $T_{13}(0)=1.3\times10^{-6}$. It does not remove the zero but moves it to 0.143 eV, while midgap moves to 0.098 eV. Raising site 4 alone by 0.2 eV gives $9.8\times10^{-7}$, with the zero at 0.122 eV and midgap at 0.058 eV. In both cases the zero survives in the gap but no longer sits at its middle. Both values of $T_{13}$ refer to $E=0$, the old midgap; at the shifted midgap they are smaller, $1.3\times10^{-7}$ and $2.7\times10^{-7}$.

Thermal spin excitation is negligible here, since the triplet lies 1.97 eV above the ground state. Vibrations that only modulate nearest-neighbour hopping preserve (1) at each frozen geometry. Inelastic vibrational current and tunnelling that bypasses the modelled orbitals are left out, and either may set the smallest current that a real 1–3 connection can reach. The remaining values are in the numerical output.

## Computed values

```
hopping t: 2.50 eV
repulsion U: 5.00 eV
contact width gamma (each): 0.10 eV
midgap mu of unshifted model: 2.50000 eV
charge gap: 4.03204 eV
singlet-triplet gap: 1.97197 eV
lowest excitation in whole Fock space: 1.97197 eV
largest same-sublattice |G(0)|: 5.6e-17 1/eV
G12(0): 0.30067 1/eV
G14(0): -0.24630 1/eV
G23(0): 0.02344 1/eV
G11(0) particle part: -0.19427 1/eV
G11(0) hole part: 0.19427 1/eV
G13(0) particle part: 0.05576 1/eV
G13(0) hole part: -0.05576 1/eV
G14(0) particle part: -0.12315 1/eV
G14(0) hole part: -0.12315 1/eV
lowest addition pole: 2.01602 eV
highest removal pole: -2.01602 eV
addition residue 13: -0.20893
removal residue 13: -0.20893
addition residue 14: 0.31470
removal residue 14: -0.31470
U=0: G14(0): -0.40000 1/eV
U=0: |G23(0)|, accidental zero: 1.8e-16 1/eV
time-integral error in G: 1.1e-09 1/eV
flux ring: largest same-sublattice |G(0)|: 9.8e-17 1/eV
long-range V: |G13(0)|: 1.4e-17 1/eV
long-range V: G14(0): -0.20600 1/eV
three sites, spin-up state: G11(0): 0.35349 1/eV
three sites, spin-down state: G11(0): -0.35349 1/eV
outside-orbital coupling v: 0.02 eV
level splitting, contacts 1-4: 1.9705e-04 eV
predicted 2 v^2 |G14(0)|: 1.9704e-04 eV
level splitting, contacts 1-3: 2.2e-08 eV
U=0 wave matching T14: 1.59872e-03
U=0 weak-coupling T14: 1.60000e-03
U=0 wave matching T13: 0.0e+00
T14 at midgap, U included: 6.0665e-04
conductance, contacts 1-4: 47.00 nS
thermal energy at 300 K: 0.02585 eV
slope dG13/dE at midgap: 0.08071 1/eV^2
T13 thermal average at 300 K: 1.440e-07
T13 from quadratic law at 300 K: 1.432e-07
conductance, contacts 1-3, 300 K: 0.0112 nS
T13 at Fermi-level offset 0.5 eV: 1.898e-05
second-neighbour hopping 0.1 eV: G13(0) = -0.01159 1/eV, T13(0) = 1.343e-06
second-neighbour hopping 0.1 eV: zero at 0.1435 eV, midgap at 0.0985 eV
site-4 energy 0.2 eV: G13(0) = -0.00989 1/eV, T13(0) = 9.781e-07
site-4 energy 0.2 eV: zero at 0.1223 eV, midgap at 0.0576 eV
triplet thermal weight at 300 K: 2.2e-33
```
